# Where the Quantized Hall Current Flows: A Comment on Edge-Only Transport: a numerical check

```python
"""
Result under test: in a strip with one filled Landau level the net current is
(mu_up - mu_low)/h whatever the potential profile, while its division between
bulk and edges follows the electrostatic energy U(y) induced by the bias:
  h * I_bulk = U(b) - U(-b) + gradient correction,  edges carry the rest.

Units: magnetic length = 1, hbar*omega_c = 1, hbar = 1, hence h = 2*pi.
y: position across the strip; k: wave number along it = guiding centre.
H_k = p^2/2 + (y-k)^2/2 + wall(y) + U(y).  Currents are particle currents.
Orbitals are found on a sinc grid; the filled interval of k is integrated by
Gauss-Legendre quadrature.  U is the Hartree energy of the bias-induced charge.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy import constants as const

TWO_PI = 2 * np.pi
step = 1 / 3
centre = 45
index = np.arange(-centre, centre + 1)
y = index * step
K_EDGE = 10.0        # filled centres in equilibrium: -K_EDGE .. K_EDGE
SLOPE = 0.5          # asymptotic slope of the walls
COUPLING = 1.0       # e^2/(4 pi eps * length unit * energy unit)
SOFT = 0.5           # softening length of the Coulomb interaction
BIAS = 0.1           # mu_up - mu_low
CUT = 15             # grid steps from the centre to the bulk boundary
bulk_edge = CUT * step
CYCLOTRON_MEV = 10.0

difference = index[:, None] - index[None, :]
safe = np.where(difference == 0, 1, difference)
kinetic = np.where(difference == 0, np.pi**2 / 6,
                   (-1.0) ** np.abs(difference) / safe**2) / step**2
wall = SLOPE * (np.logaddexp(0, y - K_EDGE) + np.logaddexp(0, -y - K_EDGE))
nodes, node_weights = np.polynomial.legendre.leggauss(60)


def orbitals(k, potential, count=1):
    """Lowest energies and grid vectors for wave number k."""
    h_matrix = kinetic + np.diag(0.5 * (y - k) ** 2 + potential)
    return eigh(h_matrix, subset_by_index=[0, count - 1])


def energy(k, potential):
    return orbitals(k, potential)[0][0]


def filled_strip(potential, k_low, k_up):
    """Density and local current density of the filled interval."""
    half = 0.5 * (k_up - k_low)
    density, current = np.zeros_like(y), np.zeros_like(y)
    for node, weight in zip(nodes, node_weights):
        k = 0.5 * (k_up + k_low) + half * node
        probability = orbitals(k, potential)[1][:, 0] ** 2 / step
        density += half * weight / TWO_PI * probability
        current += half * weight / TWO_PI * (k - y) * probability
    return density, current


def line_kernel(distance, gate):
    """Interaction of two parallel line charges, with a gate or without."""
    near = distance**2 + SOFT**2
    if np.isinf(gate):
        return -np.log(near)     # additive constant drops out: neutral charge
    return np.log((near + 4 * gate**2) / near)


# Line kernel against direct integration of the point interaction and image
for distance, gate in [(0.7, 1.0), (6.0, 5.0)]:
    a2 = distance**2 + SOFT**2
    b2 = a2 + 4 * gate**2
    direct = 2 * quad(lambda x: 1 / np.sqrt(x * x + a2)
                      - 1 / np.sqrt(x * x + b2), 0, np.inf)[0]
    assert abs(direct - line_kernel(distance, gate)) < 1e-6

# Local response of a filled bulk: h*j = U' + (3/4) U''' for slow variation
q, amplitude = 0.2, 0.01
wave_current = filled_strip(amplitude * np.sin(q * y), -K_EDGE, K_EDGE)[1]
ratio = TWO_PI * wave_current[centre] / (amplitude * q)
gradient_coefficient = (1 - ratio) / q**2
# the next order in q^2 shifts this estimate by about 0.01
assert abs(gradient_coefficient - 0.75) < 0.02

# Equilibrium: opposite edge currents, each fixed by the magnetization
density0, current0 = filled_strip(wall, -K_EDGE, K_EDGE)
mu0 = energy(K_EDGE, wall)
half_current = step * current0[centre + 1:].sum()
assert abs(TWO_PI * half_current - (mu0 - 1)) < 1e-4   # wall tail at y = 0
assert abs(step * current0.sum()) < 1e-9
edge_velocity = (energy(K_EDGE + 0.01, wall)
                 - energy(K_EDGE - 0.01, wall)) / 0.02

# An asymmetric bump in the bulk leaves the total tied to the end energies
bumpy = wall + 0.2 * np.exp(-(y - 2) ** 2 / 4)
bump_total = TWO_PI * step * filled_strip(bumpy, -9.9, 10.1)[1].sum()
bump_bias = energy(10.1, bumpy) - energy(-9.9, bumpy)
assert abs(bump_total - bump_bias) < 1e-7 and bump_bias > 0.01


def self_consistent(coupling, gate):
    """Induced energy U(y) and shift of the filled interval at fixed BIAS."""
    kernel = coupling * step * line_kernel(y[:, None] - y[None, :], gate)
    induced, shift = np.zeros_like(y), 0.05
    for _ in range(60):
        density = filled_strip(wall + induced, shift - K_EDGE,
                               shift + K_EDGE)[0]
        change = kernel @ (density - density0) - induced
        induced = induced + 0.7 * change
        bias = (energy(shift + K_EDGE, wall + induced)
                - energy(shift - K_EDGE, wall + induced))
        scale = BIAS / bias
        induced, shift = induced * scale, shift * scale
        if np.abs(change).max() < 1e-8 and abs(scale - 1) < 1e-7:
            break
    density = filled_strip(wall + induced, shift - K_EDGE, shift + K_EDGE)[0]
    residual = kernel @ (density - density0) - induced
    assert np.abs(residual).max() < 1e-6
    return induced, shift


def analyse(induced, shift):
    """Divide the bias-induced current and test the division."""
    total_potential = wall + induced
    k_low, k_up = shift - K_EDGE, shift + K_EDGE
    mu_low = energy(k_low, total_potential)
    mu_up = energy(k_up, total_potential)
    current = filled_strip(total_potential, k_low, k_up)[1]
    extra = TWO_PI * step * (current - current0)
    low, up = centre - CUT, centre + CUT
    bulk = extra[low:up + 1].sum() - 0.5 * (extra[low] + extra[up])
    upper = extra[up:].sum() - 0.5 * extra[up]
    lower = extra[:low + 1].sum() - 0.5 * extra[low]
    total = TWO_PI * step * current.sum()
    # total from local currents against the two end energies
    assert abs(total - (mu_up - mu_low)) < 1e-7

    def corrected(i):
        second = (induced[i + 1] - 2 * induced[i] + induced[i - 1]) / step**2
        return induced[i] + 0.75 * second

    # tolerance: neglected fourth derivative of U and end error of the sums
    assert abs(bulk - (corrected(up) - corrected(low))) < 5e-4
    assert abs(upper - (mu_up - mu0 - corrected(up))) < 5e-4
    assert abs(lower + (mu_low - mu0 - corrected(low))) < 5e-4
    # filled states lie below the edge potentials, the next level above
    top = max(mu_up, mu_low)
    for k in np.linspace(-12, 12, 25):
        first, second = orbitals(k, total_potential, 2)[0]
        assert second > top + 0.1
        if k_low < k < k_up:
            assert first < top + 1e-9
    end_shift = (mu_up - energy(k_up, wall)) - (mu_low - energy(k_low, wall))
    return dict(total=total, bulk=bulk, upper=upper, lower=lower,
                drop=induced[up] - induced[low], shift=shift,
                end_shift=end_shift, middle=extra[centre] / step)


cases = {}
for name, coupling, gate in [("no induced potential", 0.0, np.inf),
                             ("gate at 1", COUPLING, 1.0),
                             ("gate at 5", COUPLING, 5.0),
                             ("no gate", COUPLING, np.inf)]:
    cases[name] = analyse(*self_consistent(coupling, gate))

# Side-gate field with equal electrochemical potentials at the two edges
FIELD = 0.005
tilt = FIELD * y
tilt_shift = brentq(lambda s: energy(s + K_EDGE, wall + tilt)
                    - energy(s - K_EDGE, wall + tilt), -1.0, 1.0, xtol=1e-12)
cases["side-gate field"] = analyse(tilt, tilt_shift)

shares = [cases[name]["bulk"] / BIAS for name in
          ("no induced potential", "gate at 1", "gate at 5", "no gate")]
assert abs(shares[0]) < 1e-4
assert shares[0] < shares[1] < shares[2] < shares[3]
for name in ("no induced potential", "gate at 1", "gate at 5", "no gate"):
    assert abs(cases[name]["total"] - BIAS) < 1e-6
tilted = cases["side-gate field"]
assert abs(tilted["total"]) < 1e-7 and tilted["bulk"] > 0.01

print("Units: l = magnetic length, Ec = hbar*omega_c")
print(f"filled centres: -{K_EDGE:.0f} to {K_EDGE:.0f} l")
print(f"wall slope: {SLOPE} Ec/l; coupling g: {COUPLING}")
print(f"softening t: {SOFT} l; bulk: |y| < {bulk_edge:.1f} l")
print(f"equilibrium mu: {mu0:.4f} Ec")
print(f"equilibrium edge velocity: {edge_velocity:.4f} l*omega_c")
print(f"equilibrium h*I, upper half: {TWO_PI * half_current:.4f} Ec")
print(f"gradient coefficient at q = {q}/l: {gradient_coefficient:.4f} l^2")
print(f"bump test, h*I from local currents: {bump_total:.6f} Ec")
print(f"bump test, end-energy difference: {bump_bias:.6f} Ec")
print(f"side-gate field: {FIELD} Ec/l")
for name, r in cases.items():
    print(f"CASE {name}: shift of filled interval {r['shift']:.4f} l")
    print(f"  h*I total {r['total'] + 0.0:.5f} Ec, bulk {r['bulk']:.5f} Ec")
    print(f"  h*I upper {r['upper']:.5f} Ec, lower {r['lower']:.5f} Ec")
    print(f"  U(b)-U(-b) {r['drop']:.5f} Ec")
    print(f"  electrostatic part of end difference {r['end_shift']:.5f} Ec")
    print(f"  h*j at y=0: {r['middle']:.6f} Ec/l")
for name, share in zip(cases, shares):
    print(f"bulk share, {name}: {100 * share:.1f} %")
energy_joule = CYCLOTRON_MEV * 1e-3 * const.e
charge_current = (const.e * cases["no gate"]["total"] / TWO_PI
                  * energy_joule / const.hbar)
print(f"chosen Ec: {CYCLOTRON_MEV:.0f} meV")
print(f"bias mu_up - mu_low: {BIAS * CYCLOTRON_MEV:.2f} meV")
print(f"total charge current, magnitude: {charge_current * 1e9:.2f} nA")
print("PASS")
```

Output:

```
Units: l = magnetic length, Ec = hbar*omega_c
filled centres: -10 to 10 l
wall slope: 0.5 Ec/l; coupling g: 1.0
softening t: 0.5 l; bulk: |y| < 5.0 l
equilibrium mu: 0.8473 Ec
equilibrium edge velocity: 0.2247 l*omega_c
equilibrium h*I, upper half: -0.1528 Ec
gradient coefficient at q = 0.2/l: 0.7409 l^2
bump test, h*I from local currents: 0.044948 Ec
bump test, end-energy difference: 0.044948 Ec
side-gate field: 0.005 Ec/l
CASE no induced potential: shift of filled interval 0.2224 l
  h*I total 0.10000 Ec, bulk 0.00000 Ec
  h*I upper 0.05248 Ec, lower 0.04752 Ec
  U(b)-U(-b) 0.00000 Ec
  electrostatic part of end difference 0.00000 Ec
  h*j at y=0: -0.000000 Ec/l
CASE gate at 1: shift of filled interval 0.0996 l
  h*I total 0.10000 Ec, bulk 0.00793 Ec
  h*I upper 0.04661 Ec, lower 0.04546 Ec
  U(b)-U(-b) 0.00673 Ec
  electrostatic part of end difference 0.05521 Ec
  h*j at y=0: 0.000416 Ec/l
CASE gate at 5: shift of filled interval 0.0558 l
  h*I total 0.10000 Ec, bulk 0.02612 Ec
  h*I upper 0.03718 Ec, lower 0.03670 Ec
  U(b)-U(-b) 0.02509 Ec
  electrostatic part of end difference 0.07491 Ec
  h*j at y=0: 0.002175 Ec/l
CASE no gate: shift of filled interval 0.0451 l
  h*I total 0.10000 Ec, bulk 0.03268 Ec
  h*I upper 0.03385 Ec, lower 0.03348 Ec
  U(b)-U(-b) 0.03196 Ec
  electrostatic part of end difference 0.07972 Ec
  h*j at y=0: 0.002980 Ec/l
CASE side-gate field: shift of filled interval -0.2174 l
  h*I total -0.00000 Ec, bulk 0.05005 Ec
  h*I upper -0.02365 Ec, lower -0.02640 Ec
  U(b)-U(-b) 0.05000 Ec
  electrostatic part of end difference 0.09775 Ec
  h*j at y=0: 0.005000 Ec/l
bulk share, no induced potential: 0.0 %
bulk share, gate at 1: 7.9 %
bulk share, gate at 5: 26.1 %
bulk share, no gate: 32.7 %
chosen Ec: 10 meV
bias mu_up - mu_low: 1.00 meV
total charge current, magnitude: 38.74 nA
PASS
```
